# Hubbard U, neighbour V and bandwidth in a triangular moiré superlattice: verification in Python

```python
"""Triangular moire superlattice: on-site U, neighbour V and bandwidth W.

Potential: V(r) = -2 V0 sum_j cos(G_j.r), three G_j of length 4 pi/(sqrt(3) a).
Results under test, with hbar = 1, s = a^2/l^2 = 4 pi a sqrt(m V0):
  omega = s/(m a^2)
  U = sqrt(pi/2)/(eps l) * [1 - erfcx(sqrt(2) d/l)]      (one gate at distance d)
  W = 9 t,  t = 2 C omega sqrt(s/pi^3) exp(-2 s/pi^2)     (deep wells)
  C^2 = Gamma(2+nu) Gamma(1-nu),  nu (nu+1) = 2/3
  W = G^2/(6m) - 2 V0 + 2 m V0^2/G^2                     (shallow wells)
Reduced units: length a, energy hbar^2/(m a^2); v is V0 in these units.
The true lowest band and its Wannier function give the reference U, V, W.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erfcx, gamma, j0

MEV = const.e * 1e-3
COULOMB = const.e**2 / (4 * np.pi * const.epsilon_0) / MEV * 1e9   # meV nm
KINETIC = const.hbar**2 / const.m_e / MEV * 1e18                   # meV nm^2
MASS, V0, EPS, GATE = 0.3, 15.0, 10.0, 3.0    # m_e, meV, 1, nm

B1 = 2 * np.pi * np.array([1.0, -1 / np.sqrt(3)])
B2 = 2 * np.pi * np.array([0.0, 2 / np.sqrt(3)])
G2 = B1 @ B1
NU = (-1 + np.sqrt(1 + 8 / 3)) / 2
C_TRANS = np.sqrt(gamma(2 + NU) * gamma(1 - NU))


# ---------- closed estimates, reduced units ----------
def u_gauss(ell, d):
    return np.sqrt(np.pi / 2) / ell * (1 - erfcx(np.sqrt(2) * d / ell))


def v_gauss(ell, d):
    r = np.sqrt(1 + 4 * d * d)
    return 1 - 1 / r + ell**2 / 2 * (1 - (1 - 8 * d * d) / r**5)


def w_tunnel(s):
    return 18 * C_TRANS * s * np.sqrt(s / np.pi**3) * np.exp(-2 * s / np.pi**2)


def w_shallow(v):
    return G2 / 6 - 2 * v + 2 * v * v / G2


# ---------- plane-wave bands and Wannier interactions ----------
def wave_basis(cut):
    r = np.arange(-cut, cut + 1)
    n = np.array([(i, j) for i in r for j in r])
    diff = n[:, None, :] - n[None, :, :]
    p, q = diff[..., 0], diff[..., 1]
    first_shell = (p * p + q * q - p * q) == 1
    return n, first_shell.astype(float)


def lowest_energy(v, k, cut):
    n, links = wave_basis(cut)
    f = n + np.array(k)
    q = f[:, :1] * B1 + f[:, 1:] * B2
    h = np.diag(0.5 * np.sum(q * q, axis=1)) - v * links
    return eigh(h, eigvals_only=True, subset_by_index=[0, 0])[0]


def wannier_model(v, d, nk=12, cut=3):
    """Return U, V (units e^2/(eps a)), W and indirect gap (reduced)."""
    n, links = wave_basis(cut)
    kr = np.arange(-(nk // 2), nk - nk // 2)
    k = np.array([(i, j) for i in kr for j in kr])
    idx = nk * n[None, :, :] + k[:, None, :]
    q = (idx[..., :1] * B1 + idx[..., 1:] * B2) / nk
    h = np.repeat(-v * links[None, :, :], len(k), axis=0)
    diag = np.arange(len(n))
    h[:, diag, diag] += 0.5 * np.sum(q * q, axis=2)
    energy, vec = np.linalg.eigh(h)
    c = vec[:, :, 0]
    c = c * np.sign(c.sum(axis=1))[:, None]
    ng = 4 * nk * (cut + 1)
    wq = np.zeros((ng, ng))
    wq[idx[..., 0] % ng, idx[..., 1] % ng] = c
    density = np.abs(np.fft.ifft2(wq))**2
    rho2 = np.abs(np.fft.fft2(density) / density.sum())**2
    m = np.fft.fftfreq(ng, 1 / ng)
    m1, m2 = np.meshgrid(m, m, indexing="ij")
    mod = np.sqrt(G2 * (m1 * m1 + m2 * m2 - m1 * m2)) / nk
    mod[0, 0] = 1.0
    kernel = 2 * np.pi * (1 - np.exp(-2 * mod * d)) / mod
    kernel[0, 0] = 4 * np.pi * d
    area = nk**2 * np.sqrt(3) / 2
    u = np.sum(kernel * rho2) / area
    vn = np.sum(kernel * rho2 * np.cos(2 * np.pi * m1 / nk)) / area
    # remove the interaction with periodic copies of the finite supercell
    r = np.arange(-60, 61)
    i, j = np.meshgrid(r, r, indexing="ij")
    keep = (i != 0) | (j != 0)
    x, y = nk * (i + j / 2)[keep], nk * (np.sqrt(3) / 2 * j)[keep]
    for shift in (0.0, 1.0):
        dist = np.hypot(x + shift, y)
        copies = np.sum(1 / dist - 1 / np.sqrt(dist**2 + 4 * d * d))
        if shift == 0.0:
            u -= copies
        else:
            vn -= copies
    width = energy[:, 0].max() - energy[:, 0].min()
    return u, vn, width, energy[:, 1].min() - energy[:, 0].max()


# ---------- tests: well, barrier, action ----------
def potential(x, y, v):
    r = np.array([x, y])
    return -2 * v * sum(np.cos(b @ r) for b in (B1, B2, B1 + B2))


s_test = 30.0
v_test = (s_test / (4 * np.pi))**2
bottom = potential(0, 0, v_test)
step = 1e-3
for dx, dy in ((step, 0), (0, step)):
    curv = (potential(dx, dy, v_test) + potential(-dx, -dy, v_test)
            - 2 * bottom) / step**2
    assert abs(curv / s_test**2 - 1) < 1e-4
path = np.linspace(0, 1, 2001)
barrier = max(potential(x, 0, v_test) for x in path) - bottom
assert abs(barrier / (8 * v_test) - 1) < 1e-6
assert abs(barrier / s_test - s_test / (2 * np.pi**2)) < 1e-5
action = quad(lambda x: np.sqrt(max(0, 2 * (potential(x, 0, v_test)
                                            - bottom))), 0, 1)[0]
assert abs(action / (2 * s_test / np.pi**2) - 1) < 1e-5

# transverse determinant from its differential equation
T = 12.0
sol = solve_ivp(lambda t, y: [y[1], (1 - 2 / 3 / np.cosh(t)**2) * y[0]],
                (-T, T), [np.exp(-T), np.exp(-T)], rtol=1e-10, atol=1e-16)
det_ratio = sol.y[0, -1] / np.exp(T)
assert abs(det_ratio * C_TRANS**2 - 1) < 1e-5

# deep wells: tunnelling formula against bands, extrapolated in 1/s
s_deep = np.array([50.0, 70.0, 100.0])
ratios = []
for s in s_deep:
    v = (s / (4 * np.pi))**2
    e_g = lowest_energy(v, (0, 0), 11)
    e_k = lowest_energy(v, (1 / 3, -1 / 3), 11)
    ratios.append((e_k - e_g) / w_tunnel(s))
    if s == 70.0:
        e_m = lowest_energy(v, (0.5, 0), 11)
        assert abs((e_m - e_g) / (e_k - e_g) - 8 / 9) < 5e-3
limit_ratio = np.polyfit(1 / s_deep, ratios, 2)[-1]
assert abs(limit_ratio - 1) < 0.01

# shallow wells: error must be well below the second-order term
v = 0.2
w_num = lowest_energy(v, (1 / 3, -1 / 3), 5) - lowest_energy(v, (0, 0), 5)
assert abs(w_num - w_shallow(v)) < 0.3 * (2 * v * v / G2)

# Gaussian interactions against quadrature
ell, d = 1 / np.sqrt(s_test), 0.6
u_quad = quad(lambda r: r / ell**2 * np.exp(-r * r / (2 * ell**2))
              * (1 / r - 1 / np.sqrt(r * r + 4 * d * d)), 1e-14, 12 * ell)[0]
assert abs(u_quad / u_gauss(ell, d) - 1) < 1e-7
v_quad = quad(lambda q: j0(q) * np.exp(-q * q * ell**2 / 2)
              * (1 - np.exp(-2 * q * d)), 0, 12 / ell, limit=400)[0]
assert abs(v_quad / v_gauss(ell, d) - 1) < 0.01

# deep-well Wannier U approaches the Gaussian U, with error falling as 1/s
deviation = []
for s in (75.0, 150.0):
    u_w = wannier_model((s / (4 * np.pi))**2, d, nk=6, cut=8)[0]
    deviation.append(1 - u_w / u_gauss(1 / np.sqrt(s), d))
assert 0 < deviation[1] < 0.03 and deviation[1] < 0.6 * deviation[0]


# ---------- worked example in meV and nm ----------
def reduced(a):
    unit = KINETIC / (MASS * a * a)
    v = V0 / unit
    return unit, v, 4 * np.pi * np.sqrt(v)


def estimate(a, eps=EPS, gate=GATE):
    unit, v, s = reduced(a)
    c = COULOMB / (eps * a)
    ell = 1 / np.sqrt(s)
    return (c * u_gauss(ell, gate / a), c * v_gauss(ell, gate / a),
            unit * w_tunnel(s), unit * w_shallow(v))


def reference(a, eps=EPS, gate=GATE, nk=12, cut=3):
    unit, v, s = reduced(a)
    c = COULOMB / (eps * a)
    u, vn, w, gap = wannier_model(v, gate / a, nk, cut)
    return c * u, c * vn, unit * w, unit * gap


def crossing(eps=EPS, gate=GATE, use_v=0.0):
    def excess(a):
        u, vn, w, _ = reference(a, eps, gate)
        return u - use_v * vn - w
    return brentq(excess, 2.0, 10.0, xtol=1e-4)


print(f"mass {MASS} m_e, V0 {V0} meV, eps {EPS}, gate distance {GATE} nm")
print(f"e^2/(4 pi eps0) = {COULOMB:.2f} meV nm")
print(f"hbar^2/m = {KINETIC / MASS:.2f} meV nm^2")
print(f"saddle height 8 V0 = {8 * V0:.1f} meV")
print(f"nu = {NU:.5f}, transverse factor C = {C_TRANS:.5f}")
print("band/tunnelling W at s = 50, 70, 100:",
      " ".join(f"{r:.4f}" for r in ratios))
print(f"same ratio extrapolated to infinite s = {limit_ratio:.4f}")
print(f"Gaussian U excess, fraction of Gaussian U: s=75 {deviation[0]:.4f},"
      f" s=150 {deviation[1]:.4f}")

print("Harmonic estimates: a, l in nm; omega, U, V, W in meV")
print("   a      s      l   omega      U      V  W_tunnel  W_shallow")
periods = [3.0, 4.0, 5.0, 6.0, 8.0, 10.0]
for a in periods:
    unit, v, s = reduced(a)
    u, vn, wt, ws = estimate(a)
    print(f"{a:5.1f} {s:6.2f} {a / np.sqrt(s):6.3f} {unit * s:7.1f}"
          f" {u:6.1f} {vn:6.2f} {wt:9.2f} {ws:9.2f}")
print("Actual lowest band: a in nm; U, V, W, indirect gap in meV; U/W")
signs = []
for a in periods:
    u, vn, w, gap = reference(a, cut=4)
    signs.append(u > w)
    print(f"{a:5.1f} {u:7.1f} {vn:7.2f} {w:8.2f} {gap:8.2f} {u / w:8.3f}")
assert not signs[0] and signs[-1] and signs == sorted(signs)

a_valid = 2 * np.pi**2 / (4 * np.pi * np.sqrt(V0 * MASS / KINETIC))
a_harm = brentq(lambda a: estimate(a)[0] - estimate(a)[2], 2.0, 12.0)
a_star = crossing()
u, vn, w, gap = reference(a_star)
fine = reference(a_star, nk=18, cut=4)
assert max(abs(np.array(fine[:3]) / np.array([u, vn, w]) - 1)) < 0.005
assert abs(u - w) < 0.1 and gap > 0 and a_star < a_valid
print(f"zero-point energy equals saddle height at a = {a_valid:.2f} nm")
print(f"harmonic crossing U = W_tunnel: a = {a_harm:.2f} nm,"
      f" U = {estimate(a_harm)[0]:.1f} meV")
print(f"actual crossing U = W: a = {a_star:.2f} nm"
      f" = {a_star * 1e-9 / const.physical_constants['Bohr radius'][0]:.1f}"
      " bohr")
hartree = const.physical_constants["Hartree energy in eV"][0]
print(f"there U = W = {u:.1f} meV = {u / hartree:.2f} mHa,"
      f" V = {vn:.2f} meV")
print(f"there s = {reduced(a_star)[2]:.2f}, indirect gap = {gap:.2f} meV")
est = estimate(a_star)
print(f"estimates there: U {est[0]:.1f}, V {est[1]:.2f},"
      f" W_tunnel {est[2]:.1f}, W_shallow {est[3]:.1f} meV")
print(f"crossing U - V = W: a = {crossing(use_v=1.0):.2f} nm")
a_eps = [crossing(eps=e) for e in (5.0, 20.0)]
a_gate = [crossing(gate=g) for g in (1.5, 12.0)]
assert a_eps[0] < a_star < a_eps[1]
assert a_gate[1] < a_star < a_gate[0]
print(f"crossing for eps = 5: {a_eps[0]:.2f} nm; eps = 20: {a_eps[1]:.2f} nm")
print(f"crossing for gate 1.5 nm: {a_gate[0]:.2f} nm;"
      f" gate 12 nm: {a_gate[1]:.2f} nm")
print("tests ok")
```

Output:

```
mass 0.3 m_e, V0 15.0 meV, eps 10.0, gate distance 3.0 nm
e^2/(4 pi eps0) = 1439.96 meV nm
hbar^2/m = 254.00 meV nm^2
saddle height 8 V0 = 120.0 meV
nu = 0.45743, transverse factor C = 1.45371
band/tunnelling W at s = 50, 70, 100: 0.9095 0.9358 0.9552
same ratio extrapolated to infinite s = 0.9991
Gaussian U excess, fraction of Gaussian U: s=75 0.0473, s=150 0.0219
Harmonic estimates: a, l in nm; omega, U, V, W in meV
   a      s      l   omega      U      V  W_tunnel  W_shallow
  3.0   9.16  0.991   258.6  158.7  29.48    574.51    217.89
  4.0  12.22  1.144   193.9  134.5  17.77    267.96    109.81
  5.0  15.27  1.280   155.1  118.0  11.50    129.08     59.97
  6.0  18.32  1.402   129.3  105.9   7.80     63.46     33.11
  8.0  24.43  1.619    97.0   89.0   3.98     15.94      6.97
 10.0  30.54  1.810    77.6   77.5   2.26      4.14     -4.35
Actual lowest band: a in nm; U, V, W, indirect gap in meV; U/W
  3.0   106.9   30.74   218.00   -15.98    0.490
  4.0    88.0   19.75   110.13    11.75    0.799
  5.0    78.6   13.25    60.74    25.03    1.295
  6.0    73.7    9.07    34.65    32.62    2.126
  8.0    68.6    4.47    11.18    40.71    6.137
 10.0    64.4    2.42     3.35    44.20   19.254
zero-point energy equals saddle height at a = 6.46 nm
harmonic crossing U = W_tunnel: a = 5.15 nm, U = 116.0 meV
actual crossing U = W: a = 4.47 nm = 84.4 bohr
there U = W = 82.8 meV = 3.04 mHa, V = 16.34 meV
there s = 13.64, indirect gap = 18.99 meV
estimates there: U 126.1, V 14.40, W_tunnel 189.9, W_shallow 82.3 meV
crossing U - V = W: a = 4.87 nm
crossing for eps = 5: 3.04 nm; eps = 20: 5.88 nm
crossing for gate 1.5 nm: 4.93 nm; gate 12 nm: 4.11 nm
tests ok
```
